# The Diatomic Virial Identity from Scaling the Electron Coordinates: a program that tests the result

```python
"""Diatomic virial identity for clamped nuclei:  2T + V = -R dE/dR.

T: electronic kinetic energy; V: all Coulomb energy, nuclear repulsion included;
E = T + V; R: nuclear separation. Atomic units inside, eV and nm in the output.
In a finite basis that rides on the nuclei, with exponents multiplied by eta^2,
the expected relation is  2T + V + R dE/dR = eta dE/deta.
Tests: (1) one electron and two charges Z = 3, solved in spheroidal coordinates;
(2) Li2, restricted Hartree-Fock, against finite differences of the energy.
"""
import numpy as np
from numpy.polynomial import laguerre as lag, legendre as leg
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants as pc, fine_structure
from pyscf import gto, scf, cc, lib
from pyscf.data.elements import MASSES

lib.num_threads(1)
EV = pc['Hartree energy in eV'][0]
NM = pc['Bohr radius'][0] * 1e9
Z = 3
R0 = 0.05 / NM

# ---------- one electron in the field of two fixed charges ----------
BETA = 4.0          # decay constant of the basis, independent of R
N_LAG, N_LEG = 12, 8


def gram(weights, table):
    return table.T @ (weights[:, None] * table)


def one_electron(R):
    """Lowest electronic energy, kinetic energy, attraction and coefficients."""
    a = R / 2
    k = 2 * BETA * a
    x, wx = lag.laggauss(40)
    lam, wl = 1 + x / k, wx / k
    F = lag.lagvander(x, N_LAG - 1)
    dF = k * (lag.lagval(x, lag.lagder(np.eye(N_LAG))).T - F / 2)
    mu, wm = leg.leggauss(40)
    nmax = 2 * N_LEG - 1
    P = leg.legvander(mu, nmax - 1)[:, ::2]
    dP = leg.legval(mu, leg.legder(np.eye(nmax))).T[:, ::2]
    S = 2 * np.pi * a**3 * (np.kron(gram(wl * lam**2, F), gram(wm, P))
                            - np.kron(gram(wl, F), gram(wm * mu**2, P)))
    T = np.pi * a * (np.kron(gram(wl * (lam**2 - 1), dF), gram(wm, P))
                     + np.kron(gram(wl, F), gram(wm * (1 - mu**2), dP)))
    V = -4 * np.pi * Z * a**2 * np.kron(gram(wl * lam, F), gram(wm, P))
    energy, vectors = eigh(T + V, S)
    c = vectors[:, 0]
    return energy[0], c @ T @ c, c @ V @ c, c.reshape(N_LAG, N_LEG)


def scaled_attraction(eta, R, coeff):
    """Attraction energy of eta^3 |psi(eta r)|^2 to the unmoved nuclei."""
    a = R / 2
    k = 2 * BETA * a
    g, w = leg.leggauss(140)
    umax = np.arccosh(1 + 45 / k)
    u, wu = umax * (g + 1) / 2, w * umax / 2
    th, wt = np.pi * (g + 1) / 2, w * np.pi / 2
    lam, mu = np.cosh(u)[:, None], np.cos(th)[None, :]
    z = eta * a * lam * mu
    rho2 = (eta * a)**2 * (lam**2 - 1) * (1 - mu**2)
    ra, rb = np.sqrt(rho2 + (z + a)**2), np.sqrt(rho2 + (z - a)**2)
    x = k * ((ra + rb) / R - 1)
    L = lag.lagvander(x, N_LAG - 1)
    P = leg.legvander((ra - rb) / R, 2 * N_LEG - 2)[..., ::2]
    psi = np.sum((L @ coeff) * P, axis=-1) * np.exp(-x / 2)
    weight = (wu * np.sinh(u))[:, None] * (wt * np.sin(th))[None, :]
    return -4 * np.pi * Z * a**2 * eta**3 * np.sum(weight * lam * psi**2)


W1, T1, A1, C1 = one_electron(R0)
h = 1e-3
dW1 = (one_electron(R0 + h)[0] - one_electron(R0 - h)[0]) / (2 * h)
rep = Z**2 / R0
left1 = 2 * T1 + A1 + rep
right1 = -R0 * (dW1 - rep / R0)
assert abs(left1 - right1) < 1e-4
step = 0.01
dA1 = (scaled_attraction(1 + step, R0, C1)
       - scaled_attraction(1 - step, R0, C1)) / (2 * step)
assert abs(scaled_attraction(1.0, R0, C1) - A1) < 1e-5
# stationary under electron scaling, with the nuclei fixed
assert abs(2 * T1 + dA1) < 3e-3
# Hellmann-Feynman: the explicit change of the attraction gives dW/dR
assert abs((dA1 - A1) - R0 * dW1) < 3e-3

# ---------- Li2, Hartree-Fock ----------
S_EXP = [0.035 * 3.0**k for k in range(10)]
MAIN = ([[0, [e, 1.0]] for e in S_EXP] + [[1, [e, 1.0]] for e in S_EXP[:6]]
        + [[2, [0.9, 1.0]]])
MEDIUM = [[0, [e, 1.0]] for e in S_EXP] + [[1, [e, 1.0]] for e in S_EXP[:5]]
MINIMAL = gto.basis.load('sto-3g', 'Li')
CLOSED = {'Ag': 4, 'B1u': 2}       # 1sg^2 1su^2 2sg^2


def li2(R, basis, eta=1.0, occupation=CLOSED, spin=0):
    scaled = [[s[0]] + [[p[0] * eta**2] + list(p[1:]) for p in s[1:]]
              for s in basis]
    mol = gto.M(atom=[('Li', (0, 0, -R / 2)), ('Li', (0, 0, R / 2))],
                unit='Bohr', basis={'Li': scaled}, symmetry='D2h',
                spin=spin, verbose=0)
    mf = scf.RHF(mol)
    mf.irrep_nelec = occupation
    mf.conv_tol = 1e-11
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    return mf


def parts(mf):
    """Kinetic, attraction, electron repulsion and nuclear repulsion energies."""
    dm = mf.make_rdm1()
    kin = np.sum(dm * mf.mol.intor('int1e_kin'))
    att = np.sum(dm * mf.mol.intor('int1e_nuc'))
    ee = 0.5 * np.sum(dm * mf.get_veff(mf.mol, dm))
    return np.array([kin, att, ee, mf.mol.energy_nuc()])


def slope_R(R, basis, eta=1.0):
    d = 1e-3
    return (li2(R + d, basis, eta).e_tot - li2(R - d, basis, eta).e_tot) / (2 * d)


def slope_eta(R, basis, eta=1.0):
    d = 1e-3
    return (li2(R, basis, eta + d).e_tot - li2(R, basis, eta - d).e_tot) / (2 * d)


table = []
for r_nm in (0.05, 0.10, 0.35):
    R = r_nm / NM
    mf = li2(R, MAIN)
    p = parts(mf)
    assert abs(p.sum() - mf.e_tot) < 1e-7
    virial, pull = 2 * p[0] + p[1:].sum(), -R * slope_R(R, MAIN)
    assert abs(virial - pull) < 0.005 + 0.01 * abs(pull)
    table.append((r_nm, mf, p, virial, pull))
assert table[0][3] > 0 and table[1][3] > 0 and table[2][3] < 0

_, mf0, p0, vir0, pull0 = table[0]
main_slope = slope_eta(R0, MAIN)
assert abs((vir0 - pull0) - main_slope) < 2e-4

# minimal basis: large virial error, removed by optimizing the common scale


def virial_error(eta):
    q = parts(li2(R0, MINIMAL, eta))
    return 2 * q[0] + q[1:].sum() + R0 * slope_R(R0, MINIMAL, eta)


err_min, slope_min = virial_error(1.0), slope_eta(R0, MINIMAL)
assert abs(err_min) > 0.1 and abs(err_min - slope_min) < 1e-3
best = minimize_scalar(lambda s: li2(R0, MINIMAL, s).e_tot, bounds=(0.7, 2.5),
                       method='bounded', options={'xatol': 1e-8})
assert 0.71 < best.x < 2.49
err_best = virial_error(best.x)
assert abs(err_best) < 1e-3
E_min = li2(R0, MINIMAL).e_tot

# ---------- collision energy and neglected effects at 0.05 nm ----------
atom = scf.RHF(gto.M(atom='Li', basis={'Li': MAIN}, spin=1, verbose=0))
atom.conv_tol = 1e-10
atom.kernel()
assert atom.converged
U = mf0.e_tot - 2 * atom.e_tot
assert U > 0
corr = []
for R in (R0 - 0.01, R0 + 0.01):
    solver = cc.CCSD(li2(R, MEDIUM))
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    corr.append(solver.e_corr)
E_corr, F_corr = np.mean(corr), -(corr[1] - corr[0]) / 0.02
E_med = li2(R0, MEDIUM).e_tot
trip_sg = li2(R0, MEDIUM, 1.0, {'Ag': (2, 1), 'B1u': (1, 1), 'B2u': (1, 0)}, 2)
trip_su = li2(R0, MEDIUM, 1.0, {'Ag': (2, 2), 'B1u': (1, 0), 'B2u': (1, 0)}, 2)
mass = MASSES[3] * pc['atomic mass constant'][0] / pc['electron mass'][0]
v_nuc = np.sqrt(2 * U / (mass / 2))
occ = np.where(mf0.mo_occ > 0)[0]
outer = mf0.mo_coeff[:, occ[np.argmax(mf0.mo_energy[occ])]]
v_el = np.sqrt(2 * outer @ mf0.mol.intor('int1e_kin') @ outer)
rel = fine_structure**2 / 8 * (2 * (2 * Z)**4 - 4 * Z**4)

print('ONE ELECTRON, TWO CHARGES Z = 3, R = 0.05 nm')
print(f'kinetic energy T                    {T1*EV:12.4f} eV')
print(f'attraction V_ne                     {A1*EV:12.4f} eV')
print(f'nuclear repulsion V_nn              {rep*EV:12.4f} eV')
print(f'2T + V                              {left1*EV:12.4f} eV')
print(f'-R dE/dR, finite difference         {right1*EV:12.4f} eV')
print(f'scaling slope 2T + dV_ne/deta       {(2*T1+dA1)*EV:12.4f} eV')
print(f'R<dv_ne/dR> from scaled density     {(dA1-A1)*EV:12.4f} eV')
print(f'R dW/dR, finite difference          {R0*dW1*EV:12.4f} eV')
print('LI2, RESTRICTED HARTREE-FOCK, s p d BASIS')
print(f'0.05 nm in bohr                     {R0:12.6f} bohr')
for name, value in zip(('T', 'V_ne', 'V_ee', 'V_nn'), p0):
    print(f'{name:5s} at 0.05 nm                    {value*EV:12.3f} eV')
print(f'V at 0.05 nm                        {p0[1:].sum()*EV:12.3f} eV')
print(f'E at 0.05 nm                        {mf0.e_tot*EV:12.3f} eV')
print('R (nm)   2T+V (eV)   -R dE/dR (eV)   difference (eV)')
for r_nm, _, _, a_, b_ in table:
    print(f'{r_nm:5.2f} {a_*EV:12.4f} {b_*EV:14.4f} {(a_-b_)*EV:15.4f}')
print(f'basis-scale slope at 0.05 nm        {main_slope*EV:12.4f} eV')
print(f'force (2T+V)/R at 0.05 nm           {vir0/R0*EV/NM:12.1f} eV/nm')
print(f'force -dE/dR at 0.05 nm             {pull0/R0*EV/NM:12.1f} eV/nm')
print(f'bare nuclear force at 0.05 nm       {rep/R0*EV/NM:12.1f} eV/nm')
print('MINIMAL BASIS STO-3G, LI2 AT 0.05 nm')
print(f'virial error 2T+V+R dE/dR, eta = 1  {err_min*EV:12.4f} eV')
print(f'eta dE/deta, eta = 1                {slope_min*EV:12.4f} eV')
print(f'best common scale eta               {best.x:12.5f} (no unit)')
print(f'virial error at best scale          {err_best*EV:12.4f} eV')
print(f'energy lowering by scaling          {(E_min-best.fun)*EV:12.3f} eV')
print(f'energy still above s p d basis      {(best.fun-mf0.e_tot)*EV:12.3f} eV')
print('COLLISION AND NEGLECTED EFFECTS AT 0.05 nm')
print(f'energy above two free atoms, U      {U*EV:12.2f} eV')
print(f'lab energy, head-on, target at rest {2*U*EV:12.2f} eV')
print(f'CCSD correlation energy (s p basis) {E_corr*EV:12.3f} eV')
print(f'CCSD correlation force (s p basis)  {F_corr*EV/NM:12.2f} eV/nm')
print(f'triplet 1su2 2sg1 1pu1 minus singlet{(trip_sg.e_tot-E_med)*EV:12.3f} eV')
print(f'triplet 1su1 2sg2 1pu1 minus singlet{(trip_su.e_tot-E_med)*EV:12.3f} eV')
print(f'initial nuclear / outer electron speed {v_nuc/v_el:9.5f} (no unit)')
print(f'relativistic shift, unscreened 1s   {rel*EV:12.3f} eV')
print('all tests passed')
```

Running it gives:

```
ONE ELECTRON, TWO CHARGES Z = 3, R = 0.05 nm
kinetic energy T                        119.4270 eV
attraction V_ne                        -348.6505 eV
nuclear repulsion V_nn                  259.1936 eV
2T + V                                  149.3970 eV
-R dE/dR, finite difference             149.3970 eV
scaling slope 2T + dV_ne/deta             0.0192 eV
R<dv_ne/dR> from scaled density         109.8158 eV
R dW/dR, finite difference              109.7967 eV
LI2, RESTRICTED HARTREE-FOCK, s p d BASIS
0.05 nm in bohr                         0.944863 bohr
T     at 0.05 nm                         481.753 eV
V_ne  at 0.05 nm                       -1382.157 eV
V_ee  at 0.05 nm                         286.329 eV
V_nn  at 0.05 nm                         259.194 eV
V at 0.05 nm                            -836.634 eV
E at 0.05 nm                            -354.881 eV
R (nm)   2T+V (eV)   -R dE/dR (eV)   difference (eV)
 0.05     126.8717       127.0404         -0.1687
 0.10      18.0207        18.1570         -0.1363
 0.35      -1.8255        -1.9368          0.1112
basis-scale slope at 0.05 nm             -0.1685 eV
force (2T+V)/R at 0.05 nm                 2537.4 eV/nm
force -dE/dR at 0.05 nm                   2540.8 eV/nm
bare nuclear force at 0.05 nm             5183.9 eV/nm
MINIMAL BASIS STO-3G, LI2 AT 0.05 nm
virial error 2T+V+R dE/dR, eta = 1      -52.0524 eV
eta dE/deta, eta = 1                    -52.0522 eV
best common scale eta                    1.13471 (no unit)
virial error at best scale               -0.0002 eV
energy lowering by scaling                 3.406 eV
energy still above s p d basis             6.735 eV
COLLISION AND NEGLECTED EFFECTS AT 0.05 nm
energy above two free atoms, U             49.59 eV
lab energy, head-on, target at rest        99.18 eV
CCSD correlation energy (s p basis)       -3.601 eV
CCSD correlation force (s p basis)        -10.76 eV/nm
triplet 1su2 2sg1 1pu1 minus singlet      -0.306 eV
triplet 1su1 2sg2 1pu1 minus singlet      37.420 eV
initial nuclear / outer electron speed   0.02845 (no unit)
relativistic shift, unscreened 1s          0.411 eV
all tests passed
```
